Vertex corrections and current conservation in a disordered tunnel junction

A tunnel barrier contains substitutional impurities and connects two clean metallic leads. Its Hamiltonian has one real orbital per site, fixed hopping H₀, and site levels ε_m drawn independently for each site m. Scattering is elastic, and there is no magnetic field. Hartree atomic units are used, so ħ = e = 1.

For one configuration the retarded Green function is

𝒢 = (E − H₀ − ε − Σ_L − Σ_R)⁻¹,

where Σ_L and Σ_R are the lead self-energies, with broadenings Γ_p = i(Σ_p − Σ_p†) for p = L, R. The leads have occupations f_L and f_R. Define the source X = f_LΓ_L + f_RΓ_R. The current from lead p into the junction is ∫ J_p dE/2π, with

J_p = Tr Γ_p(f_p𝒜 − 𝒢X𝒢†), 𝒜 = i(𝒢 − 𝒢†).

The first term is injection into the available states; the second is the return flow from the occupied ones. Angle brackets denote the average over configurations.

**(a) Show that J_L + J_R = 0 in every configuration, and identify what must be averaged.**

Solution. Put Γ = Γ_L + Γ_R. The inverse Green functions differ by

(𝒢†)⁻¹ − 𝒢⁻¹ = Σ_L + Σ_R − Σ_L† − Σ_R† = −iΓ.

Multiplying by 𝒢 on the left and 𝒢† on the right gives 𝒢 − 𝒢† = −i𝒢Γ𝒢†, hence

𝒜 = 𝒢Γ𝒢†.

The opposite order of multiplication gives 𝒜 = 𝒢†Γ𝒢. Therefore

J_L + J_R = Tr X𝒜 − Tr Γ𝒢X𝒢†
= Tr X𝒜 − Tr X𝒢†Γ𝒢 = 0,

where the second line uses the cyclic property of the trace.

The average of 𝒜 needs only ⟨𝒢⟩, but the return flow needs ⟨𝒢X𝒢†⟩. This is not ⟨𝒢⟩X⟨𝒢†⟩, because both factors see the same impurities.

**(b) Derive ⟨𝒢X𝒢†⟩ in the coherent-potential approximation (CPA).**

Solution. Introduce a site-diagonal self-energy σ_m and the effective medium

G = (E − H₀ − Σ_L − Σ_R − σ)⁻¹, g_m = G_mm.

Relative to this medium a site has the potential v_m = ε_m − σ_m. With V the diagonal matrix of the v_m, 𝒢 = G + GV𝒢, which can be written

𝒢 = G + GTG, T = V + VGT.

Split T into contributions Q_m whose last scattering is at site m:

Q_m = V_m(1 + GQ_m + G Σ_{n≠m} Q_n),

where V_m is v_m times the projector on site m. Moving the repeated scattering at m to the left side and inverting gives

Q_m = t_m(1 + G Σ_{n≠m} Q_n), t_m = v_m/(1 − v_m g_m).

Here t_m, when used as an operator, also carries the projector on site m.

The single-site approximation averages t_m independently of the wave arriving from the other sites. Then ⟨Q_m⟩ = ⟨t_m⟩(1 + G Σ_{n≠m}⟨Q_n⟩), and the choice

⟨t_m⟩ = 0

makes every ⟨Q_m⟩ vanish, so that ⟨𝒢⟩ = G. This is the CPA condition that fixes σ.

For the product, set K = GXG†. Terms with a single T average to zero, leaving

⟨𝒢X𝒢†⟩ = K + G⟨TKT†⟩G†, ⟨TKT†⟩ = Σ_mn ⟨Q_m K Q_n†⟩.

In the same decoupling, terms with m ≠ n contain ⟨t_m⟩⟨t_n*⟩ and vanish. Terms with m = n contain w_m = ⟨|t_m|²⟩. The sum is thus a site-diagonal matrix Ω. The intensity incident on site m comes from the source and from all other sites:

Ω_m = w_m(K_mm + Σ_{n≠m} |G_mn|²Ω_n).

Ω is the transport vertex correction. The restriction n ≠ m is needed because t_m already contains all immediate returns to site m. Define

C = ⟨𝒢X𝒢†⟩ = G(X + Ω)G†, C_m = C_mm.

Adding and subtracting the n = m term gives

Ω_m = w_m(C_m − |g_m|²Ω_m), so Ω_m = w_m C_m/(1 + w_m|g_m|²).

**(c) Use the CPA condition to eliminate w_m in favour of the self-energy.**

Solution. Define the loss rate Λ_m = −2 Im σ_m and the local spectral function A_m = −2 Im g_m. Suppress the site index. From 1/t = 1/v − g,

t − t* = |t|²(1/t* − 1/t)
= |t|²(g − g*) + |t|²(v − v*)/|v|².

Since t = v(1 + gt), the ratio |t|²/|v|² is |1 + gt|². Also g − g* = −iA. The level ε is real, so v − v* = −(σ − σ*) = iΛ. Averaging with ⟨t⟩ = 0 gives

0 = −iAw + iΛ⟨|1 + gt|²⟩ = −iAw + iΛ(1 + w|g|²),

because the terms linear in t vanish. Hence

w_m A_m = Λ_m(1 + w_m|g_m|²),

and the result of (b) becomes

Ω_m = Λ_m φ_m, φ_m = C_m/A_m.

A lead with broadening Γ_p and occupation f_p enters X as f_pΓ_p. A disordered site therefore acts as a fictitious reservoir with broadening Λ_m and occupation φ_m. The ratio C_m/A_m is the mean occupation of the states at that site.

For weak disorder with level variance s², t ≈ v to leading order, so w ≈ s², Λ_m ≈ s²A_m and Ω_m ≈ s²C_m. The self-energy loss and the vertex correction start at the same order.

**(d) Show that the averaged current is conserved, and find the transmission.**

Solution. Multiply C = G(X + Ω)G† by G⁻¹ on the left, and subtract the Hermitian conjugate:

G⁻¹C − C(G⁻¹)† = (X + Ω)G† − G(X + Ω).

Take the diagonal element at a site not attached to a lead. The left side is −[H₀,C]_mm + iΛ_mC_m. The right side is Ω_m(g_m* − g_m) = iA_mΩ_m. Multiplying by i and rearranging,

−i[H₀,C]_mm = Λ_mC_m − A_mΩ_m.

The left side is the net inflow through the hopping bonds, Σ_n 2 Im(H₀,mn C_nm). The right side is scattering out minus scattering in. By (c), A_mΩ_m = Λ_mC_m, so it vanishes: each site is balanced at each energy.

For the whole junction, take the trace. The commutator drops out, and the lead terms add iTr ΓC on the left and iTr XA on the right, where A = i(G − G†) is now the full matrix. Thus

J_L + J_R = Tr XA − Tr ΓC = Σ_m(Λ_mC_m − A_mΩ_m) = 0.

For the transmission, repeat the algebra of (a) with σ included:

A = G(Γ_L + Γ_R + Λ)G†.

The vertex equation is linear, so Ω = f_LΩ^L + f_RΩ^R, where Ω^p belongs to the source Γ_p. If both occupations equal one, Ω = Λ is a solution, since it gives C = A and φ_m = 1. It is the only solution if every site is reached from a lead. To see this, write the diagonal of A as

A_m = S_m^L + S_m^R + Σ_n|G_mn|²Λ_n, S_m^p = [GΓ_pG†]_mm.

The difference δ_m of two solutions φ would obey A_mδ_m = Σ_n|G_mn|²Λ_nδ_n. At the site where |δ_m| is largest, the right side is at most (A_m − S_m^L − S_m^R)|δ_m|, which is smaller than A_m|δ_m| unless δ = 0. Therefore Ω^L + Ω^R = Λ, and

J_L = Tr Γ_LG[f_L(Γ + Λ) − X − Ω]G† = (f_L − f_R)𝒯,
𝒯 = Tr Γ_LG(Γ_R + Ω^R)G†.

For f_L = 1 and f_R = 0, φ_m obeys

A_mφ_m = S_m^L + Σ_n|G_mn|²Λ_nφ_n.

It is a weighted mean of 1 (left lead), 0 (right lead) and the site occupations, and so lies between 0 and 1.

**(e) Set Ω = 0 but keep σ. What happens to the current?**

Solution. The balance in (d) becomes

J_L + J_R = Σ_m Λ_m[GXG†]_mm,

which is positive whenever electrons reach a site with Λ_m > 0. Such sites absorb electrons and return none. To see where the loss appears, insert A into each terminal current:

J_L = (f_L − f_R)𝒯_c + f_L Tr Γ_LGΛG†,
J_R = (f_R − f_L)𝒯_c + f_R Tr Γ_RGΛG†,

with the coherent transmission 𝒯_c = Tr Γ_LGΓ_RG†. Without a magnetic field G is symmetric, so 𝒯_c is the same in both directions. Comparing 𝒯_c for the two directions therefore cannot reveal the fault. The currents injected in the two directions do differ when Tr Γ_LGΛG† ≠ Tr Γ_RGΛG†, but in a mirror-symmetric junction they agree as well. Equal nonzero occupations do reveal it: a current flows into the junction from both leads at zero bias.

Reflection gives another check. The averaged reflection amplitude is s = −1 + iΓ_L^½GΓ_L^½. With N open channels, expansion of Tr s†s gives

R_c = N − Tr Γ_LA + Tr Γ_LGΓ_LG†,
R_c + 𝒯_c = N − Tr Γ_LGΛG†.

The missing probability belongs to electrons that were scattered, not destroyed.

The two parts of the approximation must match. A real σ with Ω = 0 conserves current but leaves out diffuse scattering by the disorder. A real σ combined with the ladder equation of (b) has Λ = 0 and Ω ≠ 0; its imbalance is −Σ_m A_mΩ_m, so it does not conserve particles. When the ladder series converges, no Ω_m is negative, and particles are created.

**(f) Solve the case of one disordered site. Where do scattered electrons go?**

Solution. With f_L = 1, f_R = 0 and a single site, the equation for φ is

(S^L + S^R + |g|²Λ)φ = S^L + |g|²Λφ, so φ = S^L/(S^L + S^R).

The scattered contribution to the transmission is ΛφS^R, hence

𝒯 = 𝒯_c + ΛS^LS^R/(S^L + S^R).

The coherent loss is ΛS^L. A fraction S^L/(S^L + S^R) of it returns to the left lead, and the rest is transmitted. A site strongly coupled to the source and weakly to the drain thus returns most of what it scatters. Omitting Ω then causes an absorbed current much larger than the missing transmission. For this one site no decoupling between sites is involved, and the averages are exact.

**(g) Apply the result to a layered junction.**

Solution. Let all sites of a layer l have the same composition. Then σ, Λ and Ω depend only on l, and G is diagonal in the in-plane wave vector k. Summing |G_mn|² over the sites n of layer l′ gives, by Parseval's theorem,

M_ll′ = average over k of |G_ll′(k)|².

The occupations follow from one small linear system:

A_lφ_l = S_l^L + Σ_l′ M_ll′Λ_l′φ_l′.

Take a simple-cubic model with hopping amplitude 0.05 Hartree everywhere, lead levels at zero and E = −0.10 Hartree. Four barrier layers have host level 0.25 and impurity level 0.05 Hartree, with impurity concentrations 0.10, 0.08, 0.06 and 0.04 from left to right. The pure host band starts at 0.25 − 6 × 0.05 = −0.05 Hartree, above E, so the host is a tunnel barrier. Currents below are J per interface site and spin.

In layer 1, w = 0.015457 Hartree², A = 1.2640 Hartree⁻¹ and |g|² = 15.767 Hartree⁻². The identity of (c) gives

Λ = 0.015457 × 1.2640/(1 + 0.015457 × 15.767) = 0.01571 Hartree,

in agreement with −2 Im σ. The occupations for a filled left lead and an empty right lead are 0.998, 0.905, 0.229 and 0.002. Thus Ω₁ = 0.01571 × 0.998 = 0.01568 Hartree.

The current through successive planes is:

plane: with Ω; without Ω
left lead to layer 1: 1.172×10⁻⁴; 1.572×10⁻²
layer 1 to 2: 1.172×10⁻⁴; 3.492×10⁻⁴
layer 2 to 3: 1.172×10⁻⁴; 7.079×10⁻⁵
layer 3 to 4: 1.172×10⁻⁴; 5.206×10⁻⁵
layer 4 to right lead: 1.172×10⁻⁴; 4.663×10⁻⁵

Without Ω, 337 times as much current enters as leaves. The loss is 0.015718 − 0.000047 = 0.015671, and 98% of it occurs in layer 1. This equals the spurious inflow from the left lead when both leads are filled; the right lead then adds 0.00564. A lead channel is open when |E − e_k| < 0.10 Hartree, where e_k = −0.10(cos k_x + cos k_y) Hartree is the in-plane energy. At this E the condition is 0 < cos k_x + cos k_y < 2, which holds in half of the k zone, so N = 0.5 per site. The 24 × 24 mesh used for the numbers here counts N = 0.479167 instead, because some of its points lie exactly at the threshold, where rounding decides whether they count as open. These points have vanishing broadening and do not affect the loss. On this mesh R_c + 𝒯_c is only 0.463495, short of the counted N by the loss found above. With Ω, reflection and transmission add up to N.

Restoring Ω returns 0.015601 of the lost current to the left lead, or 99.5%, as (f) suggests for strong coupling to the source. The remaining 7.06×10⁻⁵ is transmitted. It is a small part of the scattered current but 60% of the total CPA transmission, because

𝒯 = 4.66×10⁻⁵ + 7.06×10⁻⁵ = 1.172×10⁻⁴.

At low temperature and small bias, with E as the Fermi energy, the CPA conductance per interface site and spin is 𝒯/2π = 1.87×10⁻⁵ a.u., or 4.54×10⁻⁹ S. The coherent term alone gives 1.81×10⁻⁹ S. Refining the k mesh to 200 × 200 raises 𝒯 by about 0.05%. This is convergence within the CPA; the error of the CPA itself is much larger here, as (h) shows.

**(h) How accurate is the conserving result?**

Solution. Measure the levels from their mean, and let δ set the size of their fluctuations. A site visited once averages to zero. Through third order in δ, the surviving terms therefore involve one site, and t_m treats that site fully. At fourth order two sites can each be visited twice. The CPA omits the crossed sequences, in which the visits interlock, so its error starts at δ⁴. Omitting Ω leaves an error at δ², by the weak-disorder result in (c).

A smaller barrier, of three layers with three sites each, allows all 512 configurations to be summed. Halving a weak level splitting gives error orders 3.97 with Ω and 1.99 without it. At the larger splitting of 0.10 Hartree, the summed transmission per site is 0.002373. The CPA gives 0.002362, which is 0.5% below it; without Ω the value is 0.002067, 13% below.

This close agreement does not carry over to the junction of (g), where the impurities are dilute and the two levels differ by 0.20 Hartree. Averaging 3760 random configurations with 7 × 7 sites per layer and antiperiodic in-plane boundaries gives 𝒯 = (3.0 ± 0.2)×10⁻⁴. The CPA on the matching k points gives 1.28×10⁻⁴. The coherent parts agree, at 5.3×10⁻⁵ and 5.2×10⁻⁵, so the error lies in the scattered part, of which the CPA misses about 70% in this 7 × 7 cell. The figure for an extended junction may differ.

Conservation therefore guarantees that the currents balance, not that their size is right. What the single-site approximation omits is scattering that involves several impurities jointly, including the crossed sequences. The scalar relation Ω_m = Λ_mC_m/A_m also relies on one orbital per site and nonrandom hopping. With several orbitals, σ, t and Ω become matrices on each site, and the division by A_m used here no longer applies as written. The numerical output below gives the remaining layer data and the check with a real σ.

Values computed for the example and the checks

```
ENUMERATION, 3x3 barrier, configurations: 512
energy -0.03, mean level 0.20, hopping 0.05 Hartree
impurity concentration 0.3
level splittings for the orders: 0.004 and 0.002 Hartree
order of error with vertex:    3.971
order of error without vertex: 1.989
strong splitting 0.10 Hartree, transmission per site:
  enumerated 0.002373, CPA 0.002362, no vertex 0.002067
JUNCTION, simple cubic, four barrier layers
energy -0.10, hopping 0.05 Hartree
host level 0.25, impurity level 0.05 Hartree
k mesh 24 x 24; open channels per site 0.479167
layer conc  Re sigma   Im sigma (Ha)  Lambda (Ha)  A (1/Ha)  phi
1  0.10  0.201440  -7.8546e-03  1.5709e-02  1.2640e+00  9.9842e-01
2  0.08  0.202939  -1.3889e-03  2.7777e-03  2.0949e-01  9.0485e-01
3  0.06  0.213994  -7.9418e-04  1.5884e-03  1.2899e-01  2.2870e-01
4  0.04  0.228827  -3.6676e-03  7.3352e-03  8.5554e-01  2.3416e-03
layer  w (Ha^2)  |g|^2 (1/Ha^2)  Omega for left source (Ha)
1  1.5457e-02  15.7673  1.5684e-02
2  1.7613e-02  18.6436  2.5134e-03
3  1.5463e-02  16.5384  3.6326e-04
4  9.6175e-03  12.6573  1.7176e-05
current (dimensionless): plane, with vertex, without vertex
  left lead|1   1.171967e-04  1.571781e-02
  1|2           1.171967e-04  3.491868e-04
  2|3           1.171967e-04  7.078614e-05
  3|4           1.171967e-04  5.206144e-05
  4|right lead  1.171967e-04  4.663218e-05
ratio entering/leaving without vertex: 337.059
coherent transmission 4.663218e-05, vertex part 7.056452e-05
vertex share of transmission: 0.6021
reverse transmission with vertex 1.171967e-04
reverse transmission without vertex 4.663218e-05
reflection: coherent 0.463449, vertex part 1.560061e-02
R+T with vertex 0.479167, without 0.463495
spurious zero-bias inflow, filled leads: left 1.567118e-02
                                         right 5.641821e-03
fraction of scattered electrons returned to source: 0.995497
virtual-crystal sigma + ladder: in -1.3117e-02, out 2.9769e-05
transmission on 36 x 36 mesh: 1.171884e-04
conductance per site and spin: 1.865243e-05 a.u. = 4.540254e-09 S
same without vertex: 7.421742e-06 a.u. = 1.806552e-09 S
```
